# Why a standard SRIM range calculation cannot predict a channelling tail: test program

```python
"""
Result under test: a SRIM-type random target has no channelling tail, while an
aligned crystal with the SAME potential, density and electronic drag has one.
A crystal whose origin is redrawn before each flight serves as the control.

Hartree atomic units. Z1, M1: ion charge number and mass; Z2, M2: target atom.
A: simple cubic lattice constant, row spacing and flight length.
P_MAX: radius of a disc of area A**2; A_S: screening length of the potential.
GAMMA: drag coefficient in dE/ds = -GAMMA*v; U1: thermal rms per direction.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k0, k1

DALTON = const.atomic_mass / const.m_e
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_KEV = const.physical_constants["Hartree energy in eV"][0] / 1000
Z1, Z2, M1, M2 = 5, 14, 11 * DALTON, 28 * DALTON
A, E0, GAMMA, U1, E_STOP = 5.0, 400.0, 1.0, 0.15, 1.0
P_MAX = A / np.sqrt(np.pi)
P_CLOSE = 1.0
N_IONS = 3000
A_S = 0.88534 / (Z1**0.23 + Z2**0.23)
MASS_FACTOR = M2 / (M1 + M2)
EPS_PER_E = MASS_FACTOR * A_S / (Z1 * Z2)
V0 = np.sqrt(2 * E0 / M1)
COEF = np.array([0.18175, 0.50986, 0.28022, 0.02817])
BETA = np.array([3.19980, 0.94229, 0.40290, 0.20162])

# Gauss-Legendre nodes and weights on the interval 0 to pi/2
NODES, WEIGHTS = np.polynomial.legendre.leggauss(100)
ALPHA = (NODES + 1) * np.pi / 4
WEIGHTS = WEIGHTS * np.pi / 4


def screening(x):
    return sum(c * np.exp(-b * x) for c, b in zip(COEF, BETA))


def scattering_angle(eps, b, phi=screening):
    """Centre-of-mass angle; eps = reduced energy, b = p/A_S."""
    eps, b = np.broadcast_arrays(np.atleast_1d(eps).astype(float),
                                 np.atleast_1d(b).astype(float))
    lo = np.full(b.shape, np.log(1e-4))
    hi = np.full(b.shape, np.log(100.0))
    for _ in range(60):
        mid = (lo + hi) / 2
        x = np.exp(mid)
        outside = 1 - phi(x) / (x * eps) - (b / x)**2 > 0
        hi = np.where(outside, mid, hi)
        lo = np.where(outside, lo, mid)
    x_min = np.exp(hi)
    x = x_min[..., None] / np.cos(ALPHA)
    g = 1 - phi(x) / (x * eps[..., None]) - (b[..., None] / x)**2
    integral = np.sum(WEIGHTS * np.sin(ALPHA) / np.sqrt(g), axis=-1)
    return np.pi - 2 * b / x_min * integral


# Table of angles, uniform in log(eps) and sqrt(b)
LOG_EPS = np.linspace(np.log(0.002), np.log(1.05 * E0 * EPS_PER_E), 90)
ROOT_B = np.linspace(0, 4, 140)
TABLE = scattering_angle(np.exp(LOG_EPS)[:, None], ROOT_B[None, :]**2)


def table_angle(eps, b):
    s = (np.log(eps) - LOG_EPS[0]) / (LOG_EPS[1] - LOG_EPS[0])
    t = np.sqrt(b) / (ROOT_B[1] - ROOT_B[0])
    s = np.clip(s, 0, len(LOG_EPS) - 1.000001)
    t = np.clip(t, 0, len(ROOT_B) - 1.000001)
    i, j = s.astype(int), t.astype(int)
    f, g = s - i, t - j
    return ((1 - f) * ((1 - g) * TABLE[i, j] + g * TABLE[i, j + 1])
            + f * ((1 - g) * TABLE[i + 1, j] + g * TABLE[i + 1, j + 1]))


def velocity_kick(speed, u, away, theta):
    return (MASS_FACTOR * speed)[:, None] * (
        (np.cos(theta) - 1)[:, None] * u + np.sin(theta)[:, None] * away)


CORNERS = np.array([[i, j, k] for i in (0, 1) for j in (0, 1)
                    for k in (0, 1)])


def implant(target, direction, seed):
    """target: 'random' (SRIM-type), 'crystal' or 'scrambled' crystal."""
    rng = np.random.default_rng(seed)
    ids = np.arange(N_IONS)
    pos = rng.uniform(0, A, (N_IONS, 3))
    pos[:, 2] = -A / 2
    vel = np.tile(V0 * np.asarray(direction), (N_IONS, 1))
    depth = np.full(N_IONS, np.nan)
    nuclear = np.zeros(N_IONS)
    untouched = np.ones(N_IONS, bool)
    saved = {}
    for step in range(1, 1501):
        n = len(ids)
        speed = np.linalg.norm(vel, axis=1)
        u = vel / speed[:, None]
        if target == "random":
            owner = np.arange(n)
            p = P_MAX * np.sqrt(rng.random(n))
            away = rng.normal(size=(n, 3))
            away -= np.sum(away * u, axis=1)[:, None] * u
            away /= np.linalg.norm(away, axis=1)[:, None]
            remaining = np.zeros(n)
        else:
            origin = pos if target == "crystal" else rng.uniform(0, A, (n, 3))
            base = np.floor((origin + A / 2 * u) / A)
            rel = (base[:, None] + CORNERS) * A - origin[:, None]
            zeta = np.einsum("nij,nj->ni", rel, u)
            perp = rel - zeta[..., None] * u[:, None]
            hit = ((zeta > 0) & (zeta <= A)
                   & (np.sum(perp**2, axis=2) < P_MAX**2))
            owner = np.nonzero(hit)[0]
            perp = perp[hit]
            remaining = A - zeta[hit]
            shake = rng.normal(0, U1, perp.shape)
            uo = u[owner]
            perp += shake - np.sum(shake * uo, axis=1)[:, None] * uo
            p = np.linalg.norm(perp, axis=1)
            away = -perp / np.maximum(p, 1e-12)[:, None]
        energy = M1 * speed**2 / 2
        theta = table_angle(energy[owner] * EPS_PER_E, p / A_S)
        kick = velocity_kick(speed[owner], u[owner], away, theta)
        dv, shift = np.zeros((n, 3)), np.zeros((n, 3))
        np.add.at(dv, owner, kick)
        np.add.at(shift, owner,
                  kick * (remaining / speed[owner])[:, None])
        pos = pos + A * u + shift
        vel = vel + dv
        new_speed = np.linalg.norm(vel, axis=1)
        nuclear[ids] += energy - M1 * new_speed**2 / 2
        slowed = np.maximum(new_speed - GAMMA * A / M1, 0)
        vel *= (slowed / np.maximum(new_speed, 1e-12))[:, None]
        untouched[ids[owner[p < P_CLOSE]]] = False
        if step in (20, 100):
            saved[step] = untouched.copy()
        escaped = pos[:, 2] < -A / 2
        stopped = (M1 * slowed**2 / 2 < E_STOP) & ~escaped
        depth[ids[stopped]] = pos[stopped, 2] + A / 2
        keep = ~(escaped | stopped)
        ids, pos, vel = ids[keep], pos[keep], vel[keep]
        if len(ids) == 0:
            break
    assert len(ids) == 0, "some ions never stopped"
    return {"depth": depth, "nuclear": nuclear, "saved": saved}


# --- two-body scattering against independent results ---
coulomb = scattering_angle(1.0, 0.5, lambda x: np.ones_like(x))[0]
rutherford = 2 * np.arctan(1 / (2 * 1.0 * 0.5))
assert abs(coulomb - rutherford) < 1e-6
distant = scattering_angle(1.0, 7.0)[0]
impulse = np.sum(COEF * BETA * k1(BETA * 7.0))
assert abs(distant / impulse - 1) < 0.03
check = np.random.default_rng(1)
eps_t, b_t = check.uniform(0.01, 1.1, 200), check.uniform(0.1, 10, 200)
assert np.max(np.abs(table_angle(eps_t, b_t)
                     / scattering_angle(eps_t, b_t) - 1)) < 0.02
# energy lost by the ion must equal the recoil's kinetic energy
th = np.array([0.3, 1.2, 2.8])
ux, uy = np.tile([1.0, 0, 0], (3, 1)), np.tile([0, 1.0, 0], (3, 1))
dv_t = velocity_kick(np.full(3, V0), ux, uy, th)
loss = E0 - M1 * np.sum((V0 * ux + dv_t)**2, axis=1) / 2
recoil = np.sum((M1 * dv_t)**2, axis=1) / (2 * M2)
assert np.allclose(loss, recoil, rtol=1e-10)


# --- continuum row potential and steering by separate atoms ---
def row_potential(r):
    return 2 * Z1 * Z2 / A * np.sum(COEF * k0(BETA * r / A_S))


def pair_potential(r):
    return Z1 * Z2 / r * screening(r / A_S)


row_direct = 2 / A * quad(lambda z: pair_potential(np.hypot(1.0, z)),
                          0, 60, limit=200)[0]
assert abs(row_direct / row_potential(1.0) - 1) < 1e-5
psi_in = np.sqrt((row_potential(1.0) - row_potential(A / 2)) / E0)
r, psi, r_turn = A / 2, -psi_in, A / 2
for _ in range(200):
    r += psi * A / 2
    r_turn = min(r_turn, r)
    psi += MASS_FACTOR * np.sin(
        scattering_angle(E0 * EPS_PER_E, r / A_S)[0])
    r += psi * A / 2
    if psi > 0:
        r_turn = min(r_turn, r)
        break
assert psi > 0 and abs(r_turn - 1.0) < 0.10

# --- Monte Carlo runs ---
tilt, azimuth = np.radians(20), np.radians(25)
axis = [0.0, 0.0, 1.0]
tilted = [np.sin(tilt) * np.cos(azimuth), np.sin(tilt) * np.sin(azimuth),
          np.cos(tilt)]
runs = {
    "random": implant("random", axis, 11),
    "scrambled": implant("scrambled", axis, 12),
    "crystal": implant("crystal", axis, 13),
    "random tilted": implant("random", tilted, 14),
    "crystal tilted": implant("crystal", tilted, 15),
}
mean = {k: np.nanmean(v["depth"]) for k, v in runs.items()}
threshold = 2.5 * mean["random"]
tail = {k: np.mean(v["depth"] > threshold) for k, v in runs.items()}
s_max = M1 * V0 / GAMMA
p_hit = np.pi * P_CLOSE**2 / A**2
avoid = {n: (1 - p_hit)**n for n in (20, 100)}
cry = runs["crystal"]
in_tail = cry["depth"] > threshold
tail_nuclear = np.mean(cry["nuclear"][in_tail]) if in_tail.any() else np.nan
random_nuclear = np.mean(
    runs["random"]["nuclear"][np.isfinite(runs["random"]["depth"])])
tail_untouched = (np.mean(cry["saved"][100][in_tail])
                  if in_tail.any() else np.nan)

print(f"ion energy: {E0:.0f} hartree = {E0*HARTREE_KEV:.2f} keV")
print(f"ion speed: {V0:.4f} a.u.; ions per run: {N_IONS}")
print(f"lattice constant: {A:.1f} bohr; disc radius: {P_MAX:.3f} bohr")
print(f"screening length: {A_S:.4f} bohr; drag: {GAMMA:.1f} a.u.")
print(f"thermal rms: {U1:.2f} bohr; stop energy: {E_STOP:.1f} hartree")
print(f"row potential at 1 bohr: {row_potential(1.0):.3f} hartree")
print(f"row potential at 2.5 bohr: {row_potential(2.5):.3f} hartree")
print(f"entry angle for turning at 1 bohr: {np.degrees(psi_in):.2f} deg")
print(f"turning point from separate atoms: {r_turn:.3f} bohr")
print(f"close-hit chance per flight (p<1 bohr): {p_hit:.4f}")
for n in (20, 100):
    print(f"no close hit in {n} flights, formula: {avoid[n]:.3e}")
    for k in ("random", "scrambled", "crystal"):
        print(f"  {k} simulation: {np.mean(runs[k]['saved'][n]):.4f}")
print(f"drag-only path limit: {s_max:.0f} bohr = {s_max*BOHR_NM:.1f} nm")
for k, v in runs.items():
    d = v["depth"][np.isfinite(v["depth"])]
    print(f"{k}: mean {d.mean():.0f}, sd {d.std():.0f}, median "
          f"{np.median(d):.0f}, 99% {np.quantile(d, .99):.0f}, "
          f"max {d.max():.0f} bohr")
    err = np.sqrt(tail[k] * (1 - tail[k]) / N_IONS)
    print(f"  tail {100*tail[k]:.2f} +- {100*err:.2f} %, "
          f"reflected {100*np.mean(np.isnan(v['depth'])):.2f} %")
print(f"tail threshold: {threshold:.0f} bohr = {threshold*BOHR_NM:.1f} nm")
print(f"mean depth random: {mean['random']*BOHR_NM:.1f} nm; "
      f"crystal: {mean['crystal']*BOHR_NM:.1f} nm")
print(f"nuclear loss, random target: {random_nuclear:.1f} hartree")
print(f"nuclear loss, crystal tail: {tail_nuclear:.1f} hartree")
print(f"tail ions with no close hit in 100: {100*tail_untouched:.1f} %")
print(f"random tilted/aligned mean: {mean['random tilted']/mean['random']:.3f}"
      f"; cos(20 deg): {np.cos(tilt):.3f}")
print("depth bin (bohr): random %, scrambled %, crystal %")
for left in range(0, 4500, 500):
    share = [100 * np.mean((runs[k]["depth"] >= left)
                           & (runs[k]["depth"] < left + 500))
             for k in ("random", "scrambled", "crystal")]
    print(f"  {left}-{left+500}: " + ", ".join(f"{s:.2f}" for s in share))

# --- tests of the Monte Carlo claims ---
sigma = np.sqrt(avoid[20] * (1 - avoid[20]) / N_IONS)
assert abs(np.mean(runs["scrambled"]["saved"][20]) - avoid[20]) < 4.5 * sigma
assert np.mean(cry["saved"][100]) > 0.2
assert np.mean(runs["scrambled"]["saved"][100]) < 0.005
assert abs(mean["scrambled"] / mean["random"] - 1) < 0.08
assert tail["random"] < 0.01 and tail["scrambled"] < 0.01
assert tail["crystal"] > 0.05
assert tail["crystal tilted"] < 0.5 * tail["crystal"]
assert abs(mean["random tilted"] / mean["random"] - np.cos(tilt)) < 0.05
assert tail_nuclear < random_nuclear
assert tail_untouched > np.mean(cry["saved"][100])
assert all(np.nanmax(v["depth"]) < s_max for v in runs.values())
print("tests ok")
```

It prints:

```
ion energy: 400 hartree = 10.88 keV
ion speed: 0.1997 a.u.; ions per run: 3000
lattice constant: 5.0 bohr; disc radius: 2.821 bohr
screening length: 0.2697 bohr; drag: 1.0 a.u.
thermal rms: 0.15 bohr; stop energy: 1.0 hartree
row potential at 1 bohr: 2.456 hartree
row potential at 2.5 bohr: 0.224 hartree
entry angle for turning at 1 bohr: 4.28 deg
turning point from separate atoms: 0.990 bohr
close-hit chance per flight (p<1 bohr): 0.1257
no close hit in 20 flights, formula: 6.817e-02
  random simulation: 0.0613
  scrambled simulation: 0.0657
  crystal simulation: 0.8563
no close hit in 100 flights, formula: 1.472e-06
  random simulation: 0.0000
  scrambled simulation: 0.0000
  crystal simulation: 0.8307
drag-only path limit: 4005 bohr = 211.9 nm
random: mean 792, sd 358, median 785, 99% 1596, max 2063 bohr
  tail 0.03 +- 0.03 %, reflected 3.43 %
scrambled: mean 781, sd 357, median 791, 99% 1549, max 1824 bohr
  tail 0.00 +- 0.00 %, reflected 2.73 %
crystal: mean 3171, sd 799, median 3468, 99% 3805, max 3805 bohr
  tail 89.20 +- 0.57 %, reflected 0.13 %
random tilted: mean 758, sd 358, median 754, 99% 1544, max 1886 bohr
  tail 0.00 +- 0.00 %, reflected 4.17 %
crystal tilted: mean 749, sd 440, median 697, 99% 2271, max 3033 bohr
  tail 1.53 +- 0.22 %, reflected 3.40 %
tail threshold: 1980 bohr = 104.8 nm
mean depth random: 41.9 nm; crystal: 167.8 nm
nuclear loss, random target: 226.5 hartree
nuclear loss, crystal tail: 12.4 hartree
tail ions with no close hit in 100: 92.6 %
random tilted/aligned mean: 0.957; cos(20 deg): 0.940
depth bin (bohr): random %, scrambled %, crystal %
  0-500: 21.43, 23.20, 1.30
  500-1000: 46.63, 46.77, 3.47
  1000-1500: 26.43, 25.70, 3.13
  1500-2000: 2.03, 1.60, 2.90
  2000-2500: 0.03, 0.00, 2.77
  2500-3000: 0.00, 0.00, 5.20
  3000-3500: 0.00, 0.00, 37.13
  3500-4000: 0.00, 0.00, 43.97
  4000-4500: 0.00, 0.00, 0.00
tests ok
```
